# The Lennard-Jones collision rate of silane in argon

## Question

A small amount of silane (molecule 1, mass 32.117 u) is carried in argon (atom 2, mass 39.950 u) at $T=900$ K. Both gases have Maxwell velocity distributions at this temperature, and the atoms and molecules move classically. Their interaction is taken as the Lennard-Jones potential

$$V(r)=4\epsilon\left[(d/r)^{12}-(d/r)^6\right],\qquad d=3.8\ \text{angstrom}.$$

The reduced collision integral is given as $\Omega=0.91$. The algebra is in atomic units, with $k_BT$ treated as an energy.

**(a)** Treat the pair first as hard spheres whose centres cannot come closer than $d$. Derive the collision rate coefficient.

**(b)** Show that counting every deflection gives no finite classical cross section for the Lennard-Jones potential. Explain how $\Omega$ supplies a definite rate coefficient.

**(c)** Show that this rate coefficient is about $4.3\times10^{-10}$ cm³/s.

**(d)** Find the collision frequency of a silane molecule in argon at 1 Torr, and judge how sensitive the result is to its inputs.

**(e)** Silane decomposes once its internal energy passes a threshold. Assume that collisions remove energy in steps distributed as $e^{-\Delta E/a}$, that the density of internal states is constant, and that molecules above the threshold react before their next collision. By what factor is activation slower than if every collision restored thermal equilibrium? Evaluate it for $a=0.030$ eV.

## Model answers

### (a) Hard spheres

Seen from the silane molecule, an argon atom moves in a straight line at relative speed $v$ until contact. Contact occurs within a time $t$ if the atom starts in a cylinder of cross section $\pi d^2$ and length $vt$. With $n$ argon atoms per volume, the collision frequency is $n\pi d^2\langle v\rangle$, so

$$k_{\rm hs}=\pi d^2\langle v\rangle .$$

To find the mean relative speed, let $M=m_1+m_2$, $\mu=m_1m_2/M$ and $\mathbf v=\mathbf v_1-\mathbf v_2$, and let $\mathbf V$ be the centre-of-mass velocity. Then

$$\mathbf v_1=\mathbf V+\frac{m_2}{M}\mathbf v,\qquad \mathbf v_2=\mathbf V-\frac{m_1}{M}\mathbf v .$$

In $m_1v_1^2+m_2v_2^2$ the cross terms are $+2(m_1m_2/M)\mathbf V\cdot\mathbf v$ and $-2(m_1m_2/M)\mathbf V\cdot\mathbf v$, which cancel. The $v^2$ terms add to $m_1m_2(m_2+m_1)v^2/M^2=\mu v^2$. Hence

$$m_1v_1^2+m_2v_2^2=MV^2+\mu v^2 .$$

The change of variables has a Jacobian of magnitude $m_1/M+m_2/M=1$ for each component, and $m_1m_2=M\mu$, so the product of the two Maxwell distributions becomes a normalized Gaussian in $\mathbf V$ times one in $\mathbf v$. Integrating over $\mathbf V$ gives 1. With $s=\mu/(2k_BT)$,

$$\langle v\rangle=4\pi\left(\frac{s}{\pi}\right)^{3/2}\int_0^\infty v^3e^{-sv^2}\,dv
=4\pi\left(\frac{s}{\pi}\right)^{3/2}\frac{1}{2s^2}
=\frac{2}{\sqrt{\pi s}}=\sqrt{\frac{8k_BT}{\pi\mu}} .$$

If argon were very heavy, $\mu$ would tend to $m_1$ and $\langle v\rangle$ to the mean speed of silane alone, as it should for stationary targets.

### (b) What counts as a collision

Consider a distant pass with impact parameter $b$ and kinetic energy $E=\mu v^2/2$. The attraction is $V\simeq-C/r^6$ with $C=4\epsilon d^6$. To leading order the path is straight, $r^2=b^2+v^2t^2$, and the force component across it has magnitude $(6C/r^7)(b/r)$. The transverse impulse is therefore

$$\Delta p=6Cb\int_{-\infty}^{\infty}\frac{dt}{(b^2+v^2t^2)^4}
=\frac{6C}{vb^6}\int_{-\infty}^{\infty}\frac{dx}{(1+x^2)^4}
=\frac{6C}{vb^6}\,\frac{5\pi}{16}=\frac{15\pi C}{8vb^6},$$

where $x=vt/b$. Dividing by the momentum $\mu v$ and using $\mu v^2=2E$ gives the deflection angle

$$|\chi|\simeq\frac{15\pi C}{16Eb^6}=\frac{15\pi\epsilon}{4E}\left(\frac{d}{b}\right)^6 .$$

Distant passes are thus deflected by more than a small angle $\chi_0$ out to an impact parameter $b_0$, which encloses the area

$$\pi b_0^2=\pi d^2\left(\frac{15\pi\epsilon}{4E\chi_0}\right)^{1/3},$$

which grows without limit as $\chi_0\to0$. Closer in, for $E$ above about $\epsilon$, attraction and repulsion cancel at one impact parameter, and a ring around it is also deflected by less than $\chi_0$; this ring shrinks to nothing as $\chi_0\to0$. At lower energies the pair can orbit and further rings appear where the path turns through whole multiples of $2\pi$. All such rings lie within a bounded radius, so the cross section for deflections above $\chi_0$ still diverges. Full classical scattering at 0.155 eV, with the well depth found in (d), gives areas $\pi b_0^2$ (ring included) of 98.3, 215.2 and 463.8 angstrom² for cut-offs of 0.1, 0.01 and 0.001 rad. The last two differ by a factor 2.155, against $10^{1/3}=2.154$ from the formula.

A definite classical rate needs a rule that suppresses weak deflections. The convention used here weights each deflection by $\sin^2\chi$, the weight that governs viscosity:

$$Q(E)=\int_0^\infty\sin^2\chi\;2\pi b\,db .$$

At large $b$ the integrand falls as $b^{-12}\,b=b^{-11}$, so the integral converges.

For hard spheres, the line of centres at contact makes an angle $\alpha$ with the incoming path, where $\sin\alpha=b/d$, and reflection gives $\chi=\pi-2\alpha$. With $y=b^2/d^2=\sin^2\alpha$, we have $\sin^2\chi=\sin^22\alpha=4y(1-y)$ and $2\pi b\,db=\pi d^2dy$. Thus

$$Q_{\rm hs}=\pi d^2\int_0^1 4y(1-y)\,dy=\frac23\pi d^2 .$$

The reduced collision integral is the thermal average of the ratio,

$$\Omega=\frac{1}{6(k_BT)^4}\int_0^\infty\frac{Q(E)}{Q_{\rm hs}}\,E^3e^{-E/k_BT}\,dE .$$

The factor $E^3$ belongs to the viscosity average. Since $\int_0^\infty E^3e^{-E/k_BT}dE=6(k_BT)^4$, hard spheres have $\Omega=1$. The Lennard-Jones collision rate coefficient is then defined by

$$k=\Omega\,k_{\rm hs}=\Omega\,\pi d^2\sqrt{\frac{8k_BT}{\pi\mu}} .$$

It is a reference rate: the number of hard-sphere collisions with the same viscosity-weighted effect. It does not say how much internal energy a collision transfers.

### (c) The number

The reduced mass is

$$\mu=\frac{32.117\times39.950}{32.117+39.950}\ \text{u}=17.804\ \text{u},$$

and $k_BT=0.07756$ eV. One eV per u is $9.6485\times10^7$ m²/s², so

$$\langle v\rangle=\sqrt{\frac{8\times0.07756}{\pi\times17.804}\times9.6485\times10^7}\ \text{m/s}\simeq1034.5\ \text{m/s}.$$

The effective cross section is $\Omega\pi d^2=0.91\times45.36=41.28$ angstrom². Since 1 angstrom² m/s is $10^{-14}$ cm³/s,

$$k=41.28\times1034.5\times10^{-14}\ \text{cm}^3/\text{s}\simeq4.27\times10^{-10}\ \text{cm}^3/\text{s},$$

or about $4.3\times10^{-10}$ cm³/s, as required. In atomic units this is 0.0697.

Without the factor $\Omega$ the result would be $4.69\times10^{-10}$ cm³/s. A direct count of first contacts between hard spheres, with positions and velocities drawn at random, gave $4.73\times10^{-10}$ cm³/s from 8812 contacts. The difference of 0.7 percent lies within the statistical error of about $1/\sqrt{8812}$, or 1.1 percent.

### (d) Collision frequency and sensitivity

At 1 Torr and 900 K the argon density is $n=p/(k_BT)=1.073\times10^{16}$ cm⁻³. The collision frequency is

$$\omega=nk=1.073\times10^{16}\times4.271\times10^{-10}\ \text{s}^{-1}\simeq4.58\times10^6\ \text{s}^{-1},$$

so the mean time between collisions is 0.218 microseconds. The crowding measure $nd^3=5.9\times10^{-7}$ is small enough to justify treating collisions as separate pair events.

At fixed $\Omega$, an increase of 0.1 angstrom in $d$ raises $k$ by 5.3 percent. The given $\Omega$ corresponds to $k_BT/\epsilon=5.51$, hence to a well depth of 0.0141 eV (0.0137 to 0.0145 eV for $\Omega$ between 0.905 and 0.915); this is a consequence of the input and of the viscosity weighting chosen in (b), not an independent determination. At fixed $d$ and $T$, lowering the well depth by 25 percent gives $k=4.06\times10^{-10}$ cm³/s, and raising it by 25 percent gives $4.46\times10^{-10}$ cm³/s. A third significant figure in $k$ therefore has little physical weight.

For fixed $d$, $\Omega$ depends only on $k_BT/\epsilon$, so heating the gas acts on it like making the well shallower. With the well depth held fixed, $\Omega$ falls from 0.956 at 700 K to 0.878 at 1100 K, while $k$ rises from $3.96$ to $4.56\times10^{-10}$ cm³/s. This is an average growth of about $T^{0.31}$, slower than the $T^{1/2}$ found when $\Omega$ is held constant.

The de Broglie wavelength at the mean speed is 0.217 angstrom, or 0.057 of $d$. Classical motion is then reasonable for strong deflections. It fails for very weak ones: confining a path to a width $b$ spreads its direction by roughly $\lambda/(2\pi b)$. At the 0.155 eV used in (b) the wavelength is 0.17 angstrom. For the 0.001 rad cut-off there, $b\simeq12$ angstrom and this spread is about 0.002 rad, larger than the deflection itself. For the 0.01 rad cut-off, $b\simeq8.3$ angstrom and the spread is about 0.003 rad, a third of the deflection, so that case is only marginally classical.

### (e) Weak collisions

Measure internal energy from the threshold and write $\theta=k_BT$. A collision takes a molecule from $E'$ to a lower $E$ with probability density $Ne^{-(E'-E)/a}$. For a constant density of states, detailed balance with the population $e^{-E/\theta}$ fixes the upward steps as

$$Ne^{-(E-E')/c},\qquad \frac1c=\frac1a+\frac1\theta .$$

The threshold is assumed to lie many $\theta$ and many $a$ above the lowest state, so the energy range may be extended downward without limit. Normalization then gives $N=1/(a+c)$.

Below threshold the steady population must reproduce itself. No molecules return from above, because they have reacted. Try $g(E)=e^{-E/\theta}-A$ for $E<0$. Arrivals from lower energies contribute

$$N\int_{-\infty}^{E}e^{-(E-E')/c}g(E')\,dE'=N\left(ae^{-E/\theta}-cA\right),$$

because $1/c-1/\theta=1/a$. Arrivals from higher energies contribute

$$N\int_E^0e^{-(E'-E)/a}g(E')\,dE'
=N\left[ce^{-E/\theta}-aA+e^{E/a}(aA-c)\right].$$

Since $N(a+c)=1$, the sum is $g(E)+Ne^{E/a}(aA-c)$. The trial form is therefore a solution if

$$A=\frac ca=\frac{\theta}{a+\theta}.$$

The rate of crossing the threshold is

$$R=\omega\int_{-\infty}^0 g(E')\,Nc\,e^{E'/c}\,dE'=\omega Nc\,(a-cA).$$

Substituting $A=c/a$ gives $a-cA=(a-c)(a+c)/a$, so

$$R=\omega c\left(1-\frac ca\right)=\omega\,\frac{a\theta}{a+\theta}\,\frac{a}{a+\theta}=\omega\theta\left(\frac{a}{a+\theta}\right)^2 .$$

If every collision restored equilibrium, the rate would be $\omega\int_0^\infty e^{-E/\theta}dE=\omega\theta$. The reduction factor is

$$\beta=\left(\frac{a}{a+k_BT}\right)^2 .$$

It tends to 1 for $a\gg k_BT$ and to $(a/k_BT)^2$ for $a\ll k_BT$. Here

$$\beta=\left(\frac{0.030}{0.030+0.07756}\right)^2=0.078,\qquad \beta k\simeq3.3\times10^{-11}\ \text{cm}^3/\text{s}.$$

Activation is slower by a factor of about 13. A numerical solution of the same population balance on a discrete energy ladder also gives $\beta=0.078$.

The temperature and pressure are chosen with low-pressure silicon deposition in mind, and $a=0.030$ eV is an assumed value, not one derived here. Reactions of silane on the growing surface are outside this model. Of the effects sized here, incomplete energy transfer matters most: using $k$ itself as the activating rate would overestimate activation 13-fold in this model. Silane's real density of states grows with energy. If it grows as $e^{E/q}$ near threshold, with $q>\theta$, the equilibrium population falls as $e^{-E/\theta'}$ with $1/\theta'=1/\theta-1/q$. The derivation then holds with $\theta'$ in place of $\theta$, and since $\theta'>\theta$, $\beta$ is smaller still. In a reactor with cooler gas, say 700 K at the same pressure, $k$ is 7 percent lower but the density is 29 percent higher, so the collision frequency rises by about 19 percent. Activation is nevertheless slower there, because far fewer molecules have energies near a threshold that lies many $k_BT$ above the lowest state.

## Numbers as computed

```
temperature: 900 K
diameter d: 3.8 angstrom
given collision integral: 0.91
silane mass: 32.117 u
argon mass: 39.950 u
reduced mass: 17.804 u
thermal energy kB T: 0.07756 eV
mean relative speed, formula: 1034.5 m/s
mean relative speed, quadrature: 1034.5 m/s
pi d^2: 45.36 angstrom^2
Omega pi d^2: 41.28 angstrom^2
hard-sphere k: 4.693e-10 cm3/s
hard-sphere k, counted: 4.728e-10 cm3/s
contacts counted: 8812
Lennard-Jones k: 4.271e-10 cm3/s
Lennard-Jones k: 0.06971 atomic units
kB T / well depth for given Omega: 5.510
implied well depth: 0.01407 eV
energy for cut-off sections: 0.1551 eV
section, deflection > 0.1 rad: 98.3 angstrom^2
section, deflection > 0.01 rad: 215.2 angstrom^2
section, deflection > 0.001 rad: 463.8 angstrom^2
argon pressure: 1.0 Torr
argon density: 1.073e+16 cm^-3
collision frequency: 4.582e+06 s^-1
mean time between collisions: 0.218 microseconds
k change for d + 0.1 angstrom: 5.3 %
well depth x 0.75: Omega 0.866, k 4.063e-10 cm3/s
well depth x 1.25: Omega 0.950, k 4.460e-10 cm3/s
700 K: Omega 0.956, k 3.957e-10 cm3/s
700 K, Omega fixed: k 3.766e-10 cm3/s
1100 K: Omega 0.878, k 4.557e-10 cm3/s
1100 K, Omega fixed: k 4.722e-10 cm3/s
de Broglie wavelength: 0.217 angstrom
wavelength / d: 0.0570
crowding n d^3: 5.89e-07
chosen downward step scale a: 0.030 eV
weak-collision factor, formula: 0.0778
weak-collision factor, ladder: 0.0778
beta k: 3.32e-11 cm3/s
```
